# Type 2 core-potential integrals: angular factors, Bessel functions and selection limits

## What goes wrong

A semilocal core potential acts differently on the s, p, d, … parts of an orbital, where these parts are defined by angles about the core. A basis function centred on another atom has no single angular momentum about that core. Its Gaussian factor can be expanded in angular momenta $\lambda$ there, but that expansion is an infinite series, and the polynomial in front of the Gaussian lets several orders $\lambda$ contribute to one channel $l$. Without knowing which terms the integral needs, one has to guess where to stop.

In the d–p example worked below, stopping one order too early, at $\lambda=2$ instead of $\lambda=3$ for the d function, gives $-0.001457$ aJ in place of $-0.001336$ aJ. That is an error of 9% relative to the full integral. The next order, $\lambda=4$, contributes nothing. The task is to find the integral together with the place where its sums end.

## The integral

Put the core at the origin. Let $S_{lm}$ be real spherical harmonics, orthonormal on the unit sphere, and let $U_l(r)$ be a real potential energy depending on distance alone. The part of the core potential for channel $l$ acts on a function $\chi$ as

$$(\hat U_l\chi)(r\hat{\mathbf r})=\sum_{m=-l}^{l}S_{lm}(\hat{\mathbf r})\,U_l(r)\int d\Omega'\,S_{lm}(\hat{\mathbf r}')\,\chi(r\hat{\mathbf r}').$$

The inner integral runs over angles at fixed $r$. A complete core potential also has a purely local term, whose integrals are called type 1. Type 2 integrals are the matrix elements of $\hat U_l$. Multiplying by a real function $\chi_A$ and integrating over space gives

$$V_l=\int_0^\infty r^2U_l(r)\sum_m P^A_{lm}(r)P^B_{lm}(r)\,dr,\qquad P^A_{lm}(r)=\int d\Omega\,S_{lm}\chi_A. \tag{1}$$

There are two independent angular integrations at one common radius. Merging the two Gaussians into one does not help, because they are evaluated at different points of the sphere. Each must be projected separately.

The formulas below contain no physical constants and hold in any consistent units. The numbers use nm and aJ ($10^{-18}$ J), with round model parameters and $U_l=De^{-\zeta r^2}$, $D=10$ aJ, $\zeta=200$ nm$^{-2}$.

## First case: a p function on the core

Take $\chi=Nze^{-\alpha r^2}$ on both sides. Since $z=r\cos\theta$ and $S_{10}=\sqrt{3/4\pi}\cos\theta$, the angular integral is

$$P_{10}=Nre^{-\alpha r^2}\sqrt{\tfrac{3}{4\pi}}\,\tfrac{4\pi}{3}=Nre^{-\alpha r^2}\sqrt{\tfrac{4\pi}{3}},$$

and all other projections vanish. Therefore

$$V_1=\tfrac{4\pi}{3}N^2D\int_0^\infty r^4e^{-(2\alpha+\zeta)r^2}dr.$$

Normalization says that the same expression with $D=1$ and $\zeta=0$ equals one. Because $\int_0^\infty r^4e^{-cr^2}dr\propto c^{-5/2}$,

$$V_1=D\left(\frac{2\alpha}{2\alpha+\zeta}\right)^{5/2}.$$

For $\alpha=100$ nm$^{-2}$ this is $10\times(1/2)^{5/2}=1.768$ aJ. As $\zeta\to0$ the potential becomes the constant $D$ and the result is $D$, as it should be. The other channels give zero. This case will check the general formula.

## Second case: displaced s functions

Now let $\chi_A=N_Ae^{-\alpha|\mathbf r-\mathbf A|^2}$ with $A=|\mathbf A|$. Expanding the square gives

$$e^{-\alpha|\mathbf r-\mathbf A|^2}=e^{-\alpha(r^2+A^2)}e^{\mathbf k\cdot\mathbf r},\qquad \mathbf k=2\alpha\mathbf A.$$

All angular dependence sits in the last exponential. With $x=kr$ and $t=\hat{\mathbf k}\cdot\hat{\mathbf r}$, expand it in Legendre polynomials. Their orthogonality, $\int_{-1}^1P_\lambda P_{\lambda'}dt=2\delta_{\lambda\lambda'}/(2\lambda+1)$, gives

$$e^{xt}=\sum_{\lambda=0}^\infty(2\lambda+1)i_\lambda(x)P_\lambda(t),\qquad i_\lambda(x)=\tfrac12\int_{-1}^1e^{xt}P_\lambda(t)\,dt. \tag{2}$$

To identify $i_\lambda$, insert $P_\lambda=\frac{1}{2^\lambda\lambda!}\frac{d^\lambda}{dt^\lambda}(t^2-1)^\lambda$ and integrate by parts $\lambda$ times. The boundary terms vanish, and the factor $(-x)^\lambda$ combines with $(t^2-1)^\lambda$:

$$i_\lambda(x)=\frac{x^\lambda}{2^{\lambda+1}\lambda!}\int_{-1}^1(1-t^2)^\lambda e^{xt}dt.$$

Expand $e^{xt}$ in powers. Odd powers integrate to zero, and $\int_{-1}^1(1-t^2)^\lambda t^{2s}dt=\Gamma(s+\frac12)\lambda!/\Gamma(s+\lambda+\frac32)$. With $\Gamma(s+\frac12)=(2s)!\sqrt\pi/(4^ss!)$,

$$i_\lambda(x)=\frac{\sqrt\pi}{2}\sum_{s=0}^\infty\frac{(x/2)^{\lambda+2s}}{s!\,\Gamma(s+\lambda+\frac32)}=\sqrt{\frac{\pi}{2x}}\,I_{\lambda+1/2}(x).$$

This is the modified spherical Bessel function of the first kind. It starts as $x^\lambda$, so $i_\lambda(0)=\delta_{\lambda0}$.

Next, $P_\lambda(t)$ must be separated into functions of $\hat{\mathbf k}$ and $\hat{\mathbf r}$. The sum $\sum_\mu S_{\lambda\mu}(\hat{\mathbf k})S_{\lambda\mu}(\hat{\mathbf r})$ does not change when both directions are rotated together, because a rotation mixes the harmonics of one degree by an orthogonal matrix. It therefore depends on $t$ alone. As a harmonic of degree $\lambda$ in $\hat{\mathbf r}$, symmetric about $\hat{\mathbf k}$, it must be $cP_\lambda(t)$. Setting the directions equal and integrating over the sphere gives $2\lambda+1=4\pi c$. Hence

$$e^{\mathbf k\cdot\mathbf r}=4\pi\sum_{\lambda\mu}i_\lambda(kr)S_{\lambda\mu}(\hat{\mathbf k})S_{\lambda\mu}(\hat{\mathbf r}). \tag{3}$$

Since $\alpha>0$, $\hat{\mathbf k}=\hat{\mathbf A}$. At fixed $r$ the series converges uniformly over the sphere, so it may be integrated term by term. Projection on $S_{lm}$ keeps one term:

$$P^A_{lm}=4\pi N_Ae^{-\alpha(r^2+A^2)}i_l(2\alpha Ar)S_{lm}(\hat{\mathbf A}).$$

The infinite series has already ended: an s function needs $\lambda=l$ and nothing else. Let $\chi_B$ be an s function with exponent $\beta$ at $\mathbf B$, and let $\gamma$ be the angle between $\mathbf A$ and $\mathbf B$. Equation (1) and the addition theorem just proved give

$$V_l=4\pi(2l+1)N_AN_BP_l(\cos\gamma)\,T^0_{ll}, \tag{4}$$

$$T^0_{ll}=\int_0^\infty r^2U_le^{-\alpha(r^2+A^2)-\beta(r^2+B^2)}i_l(2\alpha Ar)i_l(2\beta Br)\,dr.$$

**Limit.** If $A\to0$, then $i_l(0)=0$ removes every channel except $l=0$. An s function on the core has no other angular momentum.

**A closed radial integral.** For Gaussian $U_l$, set $\eta=\alpha+\beta+\zeta$, $k=2\alpha A$, $k'=2\beta B$, and consider

$$\int e^{-\eta r^2+(\mathbf k+\mathbf k')\cdot\mathbf r}d^3r=\left(\frac{\pi}{\eta}\right)^{3/2}e^{(k^2+k'^2+2kk'\cos\gamma)/4\eta}.$$

Using (3) twice on the left gives $4\pi\sum_l(2l+1)P_l(\cos\gamma)R_l$, where $R_l=\int_0^\infty r^2e^{-\eta r^2}i_l(kr)i_l(k'r)dr$. Applying (2) to the $\cos\gamma$ exponential on the right and comparing coefficients of $P_l$ gives

$$R_l=\frac{\sqrt\pi}{4\eta^{3/2}}e^{(k^2+k'^2)/4\eta}\,i_l\!\left(\frac{kk'}{2\eta}\right),\qquad T^0_{ll}=De^{-\alpha A^2-\beta B^2}R_l.$$

**Numbers.** Take $\mathbf A=(0.03,0.04,0.12)$ nm and $\mathbf B=(0.08,-0.09,0.12)$ nm, so $A=0.13$ nm, $B=0.17$ nm and $\cos\gamma=0.597285$. Let $\alpha=100$ and $\beta=60$ nm$^{-2}$. The normalization constants are $22.5377$ and $15.3647$ nm$^{-3/2}$, and $T^0_{11}=1.16940\times10^{-5}$ aJ nm$^3$. Equation (4) gives

$$V_1=12\pi(22.5377)(15.3647)(0.597285)(1.16940\times10^{-5})=0.09118\text{ aJ}.$$

## General case: adding the polynomial

Let

$$\chi_A=N_A\prod_{i=1}^3(r_i-A_i)^{a_i}e^{-\alpha|\mathbf r-\mathbf A|^2},\qquad L_A=a_1+a_2+a_3,$$

and similarly for $B$, with powers $b_i$ and total $L_B$. The total $L_A$ is the shell angular momentum: 1 for p, 2 for d. One-dimensional Gaussian integrals give the normalization

$$N_A=\left(\frac{2\alpha}{\pi}\right)^{3/4}\frac{(4\alpha)^{L_A/2}}{\sqrt{\prod_i(2a_i-1)!!}},\qquad(-1)!!=1.$$

The polynomial refers to $\mathbf A$, while the angles refer to the core. The binomial theorem moves it:

$$\prod_i(r_i-A_i)^{a_i}=\sum_pc^A_p\,r^n\,\hat r^{\,p},\qquad c^A_p=\prod_i\binom{a_i}{p_i}(-A_i)^{a_i-p_i}.$$

Here $p=(p_1,p_2,p_3)$ with $0\le p_i\le a_i$, $n=p_1+p_2+p_3$, and $\hat r^{\,p}=\hat x^{p_1}\hat y^{p_2}\hat z^{p_3}$ is a monomial in the components of $\hat{\mathbf r}$. The degree $n$ runs from 0 to $L_A$.

Inserting this and (3) into the projection produces integrals over three angular functions:

$$\Omega^p_{\lambda\mu,lm}=\int d\Omega\,\hat r^{\,p}S_{\lambda\mu}S_{lm},\qquad F^p_{\lambda,lm}(\hat{\mathbf A})=\sum_\mu S_{\lambda\mu}(\hat{\mathbf A})\,\Omega^p_{\lambda\mu,lm}. \tag{5}$$

The projection is

$$P^A_{lm}=4\pi N_Ae^{-\alpha(r^2+A^2)}\sum_pc^A_pr^n\sum_\lambda i_\lambda(2\alpha Ar)F^p_{\lambda,lm}(\hat{\mathbf A}). \tag{6}$$

The factor $F$ has a direct meaning. By (5), it is the degree-$\lambda$ harmonic part of the function $\hat r^{\,p}S_{lm}$, evaluated in the direction of $\mathbf A$.

### Where the sum ends

The function $r^lS_{lm}$ is a homogeneous polynomial of degree $l$. Multiplied by the monomial, it becomes homogeneous of degree $d=l+n$. Any such polynomial can be written as $H_d+r^2Q_{d-2}$, where $H_d$ satisfies Laplace's equation and $Q_{d-2}$ is homogeneous of degree $d-2$. To see this, define an inner product of real polynomials by replacing each coordinate in the first with a derivative and applying it to the second, then evaluating at the origin. It is positive definite, since distinct monomials are orthogonal and each has positive norm. Multiplication by $r^2$ is then the adjoint of the Laplacian, so the polynomials orthogonal to all $r^2Q_{d-2}$ are those whose Laplacian vanishes.

Repeating the split on $Q_{d-2}$ and setting $r=1$ shows that $\hat r^{\,p}S_{lm}$ contains harmonics of degrees $l+n,\ l+n-2,\dots$ and no others. Orthogonality to $S_{\lambda\mu}$ then makes $\Omega$ vanish if $\lambda>l+n$ or if $\lambda+l+n$ is odd. The roles of $l$ and $\lambda$ in $\Omega$ can be exchanged, so it also vanishes if $l>\lambda+n$. Thus

$$\max(0,l-n)\le\lambda\le l+n,\qquad\lambda+l+n\ \text{even}. \tag{7}$$

Since $n\le L_A$, the whole function requires $\lambda\le l+L_A$. The parity rule belongs to each monomial. A displaced shell with $L_A\ge1$ generally contains monomials of both parities, so it cannot be used to skip every second $\lambda$ for the shell. A pure d or f shell is a linear combination of Cartesian functions of the same $L_A$ and obeys the same upper limit.

### The angular integrals in closed form

On the unit sphere each harmonic is a polynomial, so $\Omega$ is a sum of integrals of $\hat x^i\hat y^j\hat z^k$. These vanish if any power is odd. If all are even, with $M=i+j+k$, evaluate $\int x^iy^jz^ke^{-r^2}d^3r$ in two ways. The Cartesian result is $\pi^{3/2}(i-1)!!(j-1)!!(k-1)!!/2^{M/2}$. In spherical coordinates it is the angular integral times $\int_0^\infty r^{M+2}e^{-r^2}dr=(M+1)!!\sqrt\pi/2^{M/2+2}$. Dividing,

$$\int\hat x^i\hat y^j\hat z^k\,d\Omega=4\pi\frac{(i-1)!!(j-1)!!(k-1)!!}{(i+j+k+1)!!}.$$

### The type 2 integral

Let $q$ label the monomials of $B$, with degree $n'$. Multiplying two projections (6) and inserting them into (1) gives

$$\boxed{V_l=16\pi^2N_AN_B\sum_{p,q}c^A_pc^B_q\sum_{\lambda=0}^{l+L_A}\sum_{\lambda'=0}^{l+L_B}T^{n+n'}_{\lambda\lambda'}\sum_mF^p_{\lambda,lm}(\hat{\mathbf A})F^q_{\lambda',lm}(\hat{\mathbf B})} \tag{8}$$

$$T^N_{\lambda\lambda'}=\int_0^\infty r^{2+N}U_l(r)e^{-\alpha(r^2+A^2)-\beta(r^2+B^2)}i_\lambda(2\alpha Ar)i_{\lambda'}(2\beta Br)\,dr.$$

Each term is a radial integral times two angular factors. The factors share the index $m$, so the integral is a finite sum of such products, not one product. The shared $m$ carries the relative orientation of the two functions about the core.

The formula requires $\alpha,\beta>0$ and a convergent radial integral. It suffices that $r^2U_l$ is integrable on every finite interval starting at the origin and that $|U_l|$ grows at large $r$ no faster than $e^{cr^2}$ with $c<\alpha+\beta$. The strict inequality matters, because the Bessel functions themselves grow like $e^{(2\alpha A+2\beta B)r}$ up to powers of $r$. A potential depending on direction as well as distance could not be taken outside the angular integration as in (1); its angular dependence would have to enter the angular factors, and (8) would not hold as written.

**Limit: s functions.** The one monomial is 1, so $\Omega=\delta_{\lambda l}\delta_{\mu m}$ and $F=S_{lm}(\hat{\mathbf A})$. The sum over $m$ restores (4).

**Limit: p function on the core.** For $\mathbf A=\mathbf B=0$ the translation leaves the monomial $\hat z$, and $i_\lambda(0)$ leaves $\lambda=\lambda'=0$. The direction $\hat{\mathbf A}$ is undefined, but $S_{00}=1/\sqrt{4\pi}$ does not need it. For $l=1$, $m=0$, $F=\frac{1}{4\pi}\int\hat zS_{10}d\Omega=\frac{1}{4\pi}\sqrt{4\pi/3}$. Then $16\pi^2F^2=4\pi/3$, the prefactor found in the first case.

### Avoiding overflow

For large $x=2\alpha Ar$ the Bessel function grows like an exponential while the Gaussian in front is tiny. Since $r^2+A^2=(r-A)^2+2Ar$,

$$e^{-\alpha(r^2+A^2)}i_\lambda(x)=e^{-\alpha(r-A)^2}\left[e^{-x}i_\lambda(x)\right].$$

Equation (2) and $|P_\lambda|\le1$ show that the bracket never exceeds 1 in magnitude. The right side can be evaluated without forming a large number.

## A d function and a p function

Keep the same centres and exponents, with $d_{xy}$ at $\mathbf A$, $p_z$ at $\mathbf B$, and $l=1$. Equation (7) allows $\lambda\le3$ and $\lambda'\le2$. The translated polynomials are

$$(x-A_x)(y-A_y)=xy-A_yx-A_xy+A_xA_y,\qquad z-B_z.$$

### One contribution by hand

For $\lambda=3$ the d function must supply $n=2$, so only $xy$ qualifies. For $\lambda'=2$ the p function must supply $z$. Both coefficients are 1, and a single radial integral enters.

The three $S_{1m}$ are $\sqrt{3/4\pi}$ times $\hat y,\hat z,\hat x$ for $m=-1,0,1$. Their products with $\hat x\hat y$ have the degree-3 parts

$$\hat x\hat y^2-\tfrac15\hat x,\qquad\hat x\hat y\hat z,\qquad\hat x^2\hat y-\tfrac15\hat y.$$

The subtraction makes the Laplacian vanish: $\nabla^2(xy^2)=2x$ and $\nabla^2(xr^2)=10x$. At $\hat{\mathbf A}=(3,4,12)/13$ these give

$$F=(-0.011876,\ 0.032025,\ -0.022062).$$

For $B$, the degree-2 parts of $\hat z$ times $\hat y,\hat z,\hat x$ are $\hat y\hat z$, $\hat z^2-\frac13$ and $\hat x\hat z$. At $\hat{\mathbf B}=(8,-9,12)/17$,

$$G=(-0.182592,\ 0.080588,\ 0.162304).$$

The sum over $m$ is

$$0.0021684+0.0025808-0.0035807=0.0011686\quad\text{(from unrounded factors)}.$$

With $N_A=9015.09$ nm$^{-7/2}$, $N_B=238.029$ nm$^{-5/2}$ and $T^3_{32}=9.96152\times10^{-10}$ aJ nm$^6$, the contribution is

$$16\pi^2(9015.09)(238.029)(9.96152\times10^{-10})(0.00116860)=3.945\times10^{-4}\text{ aJ}.$$

The powers of nm cancel, leaving an energy.

### The whole integral

All contributions, in units of $10^{-3}$ aJ, are:

| $\lambda$ | $\lambda'=0$ | $\lambda'=1$ | $\lambda'=2$ |
|---|---:|---:|---:|
| 0 | 0.000 | 17.318 | −3.680 |
| 1 | 63.094 | −86.167 | 5.615 |
| 2 | −41.176 | 45.873 | −2.333 |
| 3 | 6.664 | −6.938 | 0.394 |

The first entry vanishes for a reason visible in (5). With $\lambda=0$ and $l=1$, the d function contributes through its linear monomials $x$ and $y$, hence $m=1$ and $m=-1$. The p function contributes through $z$, hence $m=0$. They share no value of $m$.

The row sums are $13.638$, $-17.459$, $2.364$ and $0.120$; adding the unrounded entries gives

$$V_1=-1.336\times10^{-3}\text{ aJ}=-3.065\times10^{-4}\text{ hartree}=-8.340\times10^{-3}\text{ eV}.$$

The largest entry is 64 times the total in magnitude. A relative error in that entry alone would therefore be magnified 64 times in $V_1$. The last row looks small beside the largest entries, yet its sum is 9% of the answer. When the terms cancel this strongly, their size relative to the largest one is a poor guide to where the sum may be cut; the selection limit (7) gives, for any centres and exponents, the order above which every term is exactly zero.

The same pair gives $V_0=-0.0749$, $V_2=0.0277$ and $V_3=0.0040$ aJ when the same radial potential is used in each channel. $V_1$ is the smallest of the four in magnitude: its components $m=1,-1,0$ are $+0.0410$, $-0.0306$ and $-0.0117$ aJ and nearly cancel. Stopping early can be costly even without so strong a cancellation. For $l=0,2,3$ the largest entry is only 2.6, 1.9 and 4.9 times the total, yet leaving out the last allowed $\lambda$ of the d function changes the result by 17%, 6% and 4%.

The numerical check integrates the original functions directly over pairs of directions and radius, without Bessel functions or the expansion (3). For twelve combinations of shells and channels, it agrees with (8) to within $10^{-9}$ aJ. When the sums in (8) are extended one order above each upper limit, the added terms vanish to rounding accuracy in the same twelve cases.

## Table of computed values

```
A = [0.03 0.04 0.12] nm, |A| = 0.1300 nm
B = [ 0.08 -0.09  0.12] nm, |B| = 0.1700 nm
alpha = 100.0, beta = 60.0, zeta = 200.0 nm^-2
D = 10.0 aJ; cos(angle between A and B) = 0.597285
2 alpha |A| = 26.0000 nm^-1; 2 beta |B| = 20.4000 nm^-1
N_A (d_xy) = 9015.090349 nm^-3.5; N_B (p_z) = 238.028605 nm^-2.5
Contributions to V_1 for <d_xy| |p_z>, in aJ:
  lambda = 0, lambda' = 0: +0.00000000
  lambda = 0, lambda' = 1: +0.01731824
  lambda = 0, lambda' = 2: -0.00368008
  lambda = 1, lambda' = 0: +0.06309372
  lambda = 1, lambda' = 1: -0.08616687
  lambda = 1, lambda' = 2: +0.00561456
  lambda = 2, lambda' = 0: -0.04117618
  lambda = 2, lambda' = 1: +0.04587258
  lambda = 2, lambda' = 2: -0.00233264
  lambda = 3, lambda' = 0: +0.00666354
  lambda = 3, lambda' = 1: -0.00693763
  lambda = 3, lambda' = 2: +0.00039447
Pair (3,2), components m = -1, 0, 1 (y, z, x):
  angular factor of A: -0.01187591 +0.03202493 -0.02206162
  angular factor of B: -0.18259194 +0.08058842 +0.16230395
  sum over m of products = +1.16859628e-03
  radial integral T(N=3; 3,2) = 9.96152207e-10 aJ nm^6
V_1 from the formula = -0.0013362923 aJ
V_1 from direct quadrature = -0.0013362923 aJ
V_1 = -0.00030651 hartree
V_1 = -0.00834048 eV
V_1 with lambda = 3 left out = -0.0014566744 aJ
V_0 for the same pair = -0.0748772572 aJ
V_2 for the same pair = +0.0277048280 aJ
V_3 for the same pair = +0.0039662266 aJ
s-s pair, l = 1: T(N=0; 1,1) = 1.16940044e-05 aJ nm^3
s-s pair: N_A = 22.537726, N_B = 15.364680 nm^-1.5
s-s pair, l = 1: V_1 = +0.09118211 aJ
p_z on the centre, l = 1: V_1 = 1.76776695 aJ
Largest |formula - quadrature|, 12 cases = 3.9e-16 aJ
Largest term just above the limits = 2.1e-17 aJ
Largest forbidden angular integral = 1.0e-14
```
